# Film thickness at which confinement removes the bismuth band overlap

A bismuth film whose conduction and valence bands overlap by $\Delta=38$ meV, and whose carriers have a reduced out-of-plane mass of $\mu=0.01$ free-electron masses, loses that overlap at a thickness of about 30 nm. In atomic units ($\hbar=m_e=e=1$, with $m_e$ the free-electron mass) the estimate is

$$
d_c=\frac{\pi}{\sqrt{2\mu\Delta}} .
$$

It holds for parabolic bands, impenetrable surfaces and bulk band edges that do not change with thickness. It leaves out states bound to the surfaces. For the light electrons of bismuth such states can decay over tens of nanometres, so in films this thin they are not cleanly separate from the interior states. With the stated mass and the low-temperature overlap, the changes of band shape and barrier worked out below, made one at a time with rough values for bismuth, move the answer between about 17 and 36 nm. A different boundary condition at the surfaces can lower it much further, so the estimate gives a scale and not a prediction.

## The estimate on the back of an envelope

In bulk bismuth the lowest conduction states lie below the highest valence states. Electrons spill from one band into the other, and the material is a semimetal. A thin film forces every carrier to have some motion across it, which costs kinetic energy. Electron levels move up and hole energies also grow, which means that the valence edge moves down. When the two shifts together equal $\Delta$, the overlap is gone.

A carrier pair with reduced mass $\mu$ has kinetic energy $k^2/(2\mu)$ when both carriers have wavenumber $k$. Setting this equal to $\Delta$ gives the length $1/k=1/\sqrt{2\mu\Delta}$. In laboratory units $\hbar^2/(2m_e)=0.0381$ eV nm$^2=38.1$ meV nm$^2$, so

$$
\frac1k=\sqrt{\frac{38.1}{0.01\times 38}}\ \text{nm}\approx 10\ \text{nm}.
$$

Half a wavelength must fit between the surfaces, so $d=\pi/k$, or about 31 nm. The light mass makes this length large: a reduced mass a hundred times larger would need a film ten times thinner for the same energy.

## Controlled derivation

**The confined levels.** Let the film occupy $0<z<d$. Near a band edge the carrier is described by an envelope function $f(z)$, which varies slowly on the scale of the lattice. For a carrier of out-of-plane mass $m$ with no in-plane kinetic energy,

$$
-\frac{1}{2m}\frac{d^2f}{dz^2}=\varepsilon f,\qquad f(0)=f(d)=0 .
$$

The energy $\varepsilon$ is counted from the bulk edge, upward for electrons and downward for holes. It must be positive: multiplying the equation by $f^*$ and integrating by parts gives

$$
\varepsilon\int_0^d|f|^2dz=\frac{1}{2m}\int_0^d|f'|^2dz ,
$$

because the boundary term vanishes at both walls. The right side is zero only for constant $f$, and the walls then make $f$ zero everywhere.

With $\varepsilon=k^2/(2m)$ the general solution is $f=a\sin kz+b\cos kz$. The wall at $z=0$ requires $b=0$, and the wall at $z=d$ requires $\sin kd=0$. Hence $k=n\pi/d$ with $n=1,2,\dots$, and the lowest level is

$$
\varepsilon_1=\frac{\pi^2}{2md^2}.
$$

**The gap.** Call the electron and hole masses $m_c$ and $m_v$, both positive. Put the bulk conduction edge at energy zero, so that the bulk valence edge is at $+\Delta$. In the film

$$
E_c=\frac{\pi^2}{2m_cd^2},\qquad
E_v=\Delta-\frac{\pi^2}{2m_vd^2}.
$$

The gap is $G=E_c-E_v$, with a negative value meaning an overlap. Subtracting, and using $1/\mu=1/m_c+1/m_v$,

$$
G(d)=\frac{\pi^2}{2d^2}\left(\frac1{m_c}+\frac1{m_v}\right)-\Delta
=\frac{\pi^2}{2\mu d^2}-\Delta .
$$

In bismuth the electrons sit near the points called L in the Brillouin zone and the holes near T. This does not affect the argument, since an overlap compares energies, whatever the in-plane momenta.

Setting $G=0$ gives $d_c^2=\pi^2/(2\mu\Delta)$, whose positive root is the stated result.

**The number.** The overlap is 0.001396 hartree, so

$$
d_c=\frac{\pi}{\sqrt{2\times0.01\times0.001396}}\approx 595\ \text{bohr}.
$$

This is 31.5 nm, or 315 angstrom. Diagonalizing the two confinement problems on a grid and searching for the thickness of zero gap gives 31.46 nm, in agreement with the formula.

**How the shift is shared.** Taking a rough hole mass $m_v=0.70$, the stated $\mu$ requires

$$
m_c=\left(\frac1{0.01}-\frac1{0.70}\right)^{-1}=0.01014 .
$$

At $d_c$ the electron level has risen by 37.46 meV and the hole level has moved by 0.54 meV. The electrons do nearly all the work because they are light. In this model the division does not alter $d_c$ at fixed $\mu$: a second diagonalization with both masses equal to 0.02 reproduced the formula to within one part in $10^5$.

## Reading the formula

Eliminating $\mu$ in favour of $d_c$ gives a convenient form,

$$
G(d)=\Delta\left[\left(\frac{d_c}{d}\right)^2-1\right].
$$

For a thick film $G\to-\Delta$, the bulk overlap. At 40 nm the bracket is $(31.46/40)^2-1=-0.381$, and an overlap of 14.5 meV remains. At 30 nm there is a gap of 3.8 meV, and at 20 nm the formula gives 56 meV. For very thin films it grows without limit, but the parabolic approximation fails well before that, as shown below.

Near the transition the sensitivity to thickness follows by differentiation:

$$
\frac{dG}{dd}=-\frac{\pi^2}{\mu d^3},\qquad
\left.\frac{dG}{dd}\right|_{d_c}
=-\frac{2}{d_c}\,\frac{\pi^2}{2\mu d_c^2}
=-\frac{2\Delta}{d_c}.
$$

The last step uses $\pi^2/(2\mu d_c^2)=\Delta$. The value is $-76/31.46=-2.4$ meV per nm. Two uniform films near $d_c$ whose thicknesses differ by 1 nm therefore have gaps that differ by about 2.4 meV.

The dependence on the inputs is mild, since $d_c\propto(\mu\Delta)^{-1/2}$. At fixed $\Delta$, halving the reduced mass to 0.005 raises $d_c$ to 44.5 nm, and doubling it to 0.02 lowers it to 22.2 nm.

## Which mass is the out-of-plane mass?

The electron pockets of bismuth are elongated and tilted relative to the film normal, here taken along the trigonal axis. The three L pockets are related by rotation about this axis, so they have equal confinement shifts. For one pocket, choose $y$ in its plane of tilt and write the kinetic energy with the inverse-mass tensor $W$:

$$
T=\tfrac12\left(W_{zz}k_z^2+2W_{yz}k_yk_z+W_{yy}k_y^2\right).
$$

Motion along $x$ adds a separate positive term and is set to zero. Completing the square in $k_z$,

$$
T=\tfrac12W_{zz}\left(k_z+q\right)^2
+\tfrac12\left(W_{yy}-\frac{W_{yz}^2}{W_{zz}}\right)k_y^2,
\qquad q=\frac{W_{yz}}{W_{zz}}k_y .
$$

In the film $k_z$ becomes $-i\,d/dz$. Write $f=e^{-iqz}g$. Then

$$
\left(-i\frac{d}{dz}+q\right)e^{-iqz}g
=e^{-iqz}\left(-q-i\frac{d}{dz}+q\right)g
=e^{-iqz}\left(-i\frac{dg}{dz}\right).
$$

The phase removes $q$, and $g$ vanishes at the same walls as $f$. The lowest level is therefore $\tfrac12W_{zz}(\pi/d)^2$ plus the term in $k_y^2$. That term has a positive coefficient because $W$ is positive definite, so the subband minimum is at $k_y=0$. The mass to use is $1/W_{zz}$.

This differs from the $zz$ element of the mass tensor $M=W^{-1}$, which is $M_{zz}=W_{yy}/(W_{yy}W_{zz}-W_{yz}^2)$. With illustrative values $W_{yy}=10$, $W_{yz}=20$ and $W_{zz}=98.57$, in units of $1/m_e$, the confinement mass is 0.0101 while $M_{zz}=0.0171$. Using the latter would make the electron shift too small by a factor of 0.59.

## Bands that are not parabolic

At L the conduction band lies only a small direct gap $E_g$ above another valence band; a rough value is 14 meV. The confinement energy is larger than this, so the coupling between the two bands matters. The simplest Hamiltonian for motion along $z$, with energy $\epsilon$ counted from the middle of the direct gap, is

$$
H=\begin{pmatrix}E_g/2&vk\\vk&-E_g/2\end{pmatrix},
\qquad \epsilon^2=\frac{E_g^2}{4}+v^2k^2 ,
$$

where $v$ is the coupling velocity. Let $E=\epsilon-E_g/2$ be the energy above the conduction edge. Substituting $\epsilon=E+E_g/2$ gives $E^2+EE_g=v^2k^2$. Division by $E_g$ yields

$$
E\left(1+\frac{E}{E_g}\right)=\frac{k^2}{2m_b},
\qquad m_b=\frac{E_g}{2v^2}.
$$

For $E\ll E_g$ this is a parabola with band-edge mass $m_b$. For $E\gg E_g$ it becomes $E\approx vk$, which rises more slowly with $k$ than that parabola.

The film also needs a boundary condition. With components $\phi$ and $\chi$, and $k\to-i\,d/dz$,

$$
\left(\epsilon-\frac{E_g}{2}\right)\phi=-iv\chi',\qquad
\left(\epsilon+\frac{E_g}{2}\right)\chi=-iv\phi' .
$$

Differentiating the second equation and inserting $\chi'$ into the first gives $(\epsilon^2-E_g^2/4)\phi=-v^2\phi''$. If the conduction component $\phi$ vanishes at both surfaces, then $k=\pi/d$ as before. This choice is an assumption about the surface, and the result depends on it strongly. If $\chi$ vanished there instead, a constant $\phi$ with $\chi=0$ would be allowed at $\epsilon=E_g/2$. The lowest conduction level would then not be raised at all, and the hole shift alone would remove the overlap only at about 3.8 nm. With the choice made here there is also a solution with $\phi=0$ and constant $\chi$, at $\epsilon=-E_g/2$. It lies at the L valence edge, below the valence edge at T for the thicknesses found here, and so does not set the gap $G$.

The meaning of "mass 0.01" now matters. Rewriting the dispersion as $E=k^2/(2m_s)$ defines the mass that controls confinement,

$$
m_s=m_b\left(1+\frac{E}{E_g}\right).
$$

A mass measured from the slope of the band is different. Differentiating the dispersion gives $(1+2E/E_g)\,dE/dk=k/m_b$, so

$$
m(E)=\frac{k}{dE/dk}=m_b\left(1+\frac{2E}{E_g}\right).
$$

Two readings of the electron mass 0.01014 bracket the simple result in this example.

- *It is the band-edge mass.* Confinement raises the electron by about 36 meV at the transition, where $m_s=0.01014(1+36/14)\approx0.036$. This heavier mass lowers the critical thickness to 16.9 nm. At 20 nm there is still an overlap of 7 meV, where the parabolic formula gave a gap of 56 meV.
- *It is the slope mass at the Fermi level.* With a rough electron Fermi energy of 27 meV, the band-edge mass is $0.01014/(1+54/14)=0.00209$. At the transition the hole supplies about 0.4 meV, which leaves 37.6 meV for the electron, and there $m_s=0.00209(1+37.6/14)\approx0.0077$. This is lighter than 0.01014, and the critical thickness rises to 36.1 nm.

The parabolic estimate is recovered if 0.01014 is taken as $m_s$ at the transition energy itself.

Both numbers rest on $\phi=0$ at the surfaces. Another common wall is a region outside with an infinitely large gap of the same sign, which requires $\chi=i\phi$ at $z=d$. With $\phi=\cos[k(z-d/2)]$ the second equation gives $\chi=ivk\sin[k(z-d/2)]/(\epsilon+E_g/2)$, so $\tan(kd/2)=\sqrt{(E+E_g)/E}$. The two readings then give 10.2 and 20.3 nm, both below the parabolic value. A state in the middle of the direct gap decays over the length $2v/E_g$, which is 33 nm for the first reading and 72 nm for the second. A surface state at L can therefore extend through the whole film.

## Surfaces that are not hard walls

Return to parabolic bands, but let the potential outside be a barrier $V$ above the band edge, with the free-electron mass there. By symmetry the lowest state inside is $\cos[k(z-d/2)]$. Outside it decays as $e^{-\kappa s}$, with $s$ the distance from the surface, and

$$
k=\sqrt{2mE},\qquad \kappa=\sqrt{2(V-E)} .
$$

The envelope is taken to be continuous, and so is its derivative divided by the mass. These two conditions conserve the current across the surface, though they are not the only ones that do. Dividing the second condition by the first at a surface,

$$
\frac{k}{m}\tan\frac{kd}{2}=\kappa
\quad\Longrightarrow\quad
\tan\frac{kd}{2}=\frac{m\kappa}{k}=\sqrt{\frac{m(V-E)}{E}} .
$$

A hard wall corresponds to a large right side, for which $kd/2\to\pi/2$. The requirement is $m(V-E)\gg E$, which is stricter than $V\gg E$ when $m$ is small. In the opposite limit, $m(V-E)\ll E$, the tangent equals its argument to leading order. Then $k^2=2m\kappa/d$, and

$$
E=\frac{k^2}{2m}\approx\frac{\kappa}{d}.
$$

The envelope is nearly flat across the film, and the light inner mass drops out.

Bismuth falls between these limits. Take a rough barrier of 4.2 eV for both carriers. For the hole this is only a convenience, since the vacuum has no hole band, but the hole shift is too small for the choice to matter here. The heavy hole still sees nearly a hard wall and supplies about 1.8 meV, which leaves $E\approx36.2$ meV for the electron. Although $V$ exceeds $E$ more than a hundredfold, the right side is only

$$
\sqrt{0.01014\times\frac{4200-36.2}{36.2}}\approx1.08 .
$$

Thus $kd/2=\arctan1.08\approx0.824$, about half the hard-wall value of 1.571. With $k=\sqrt{0.01014\times36.2/38.1}\approx0.098$ nm$^{-1}$, the critical thickness is $2\times0.824/0.098\approx16.8$ nm.

This closeness to the 16.9 nm found above is a coincidence of two different changes. An envelope function is a crude description at a vacuum surface, so the result measures sensitivity to the boundary condition and is not a better prediction. The corrections have been made separately and should not be added.

## A real film

The 38 meV overlap is a typical low-temperature value for bulk bismuth, and 0.01 gives only the order of magnitude of the light electrons' out-of-plane mass, which depends on energy. At 30 nm the parabolic gap of 3.8 meV corresponds to only 44 K, while the thermal energy at 300 K is 25.9 meV. Such a film would not be a useful room-temperature semiconductor even if the simple model held. The overlap also grows on warming. With a rough 300 K value of 100 meV and the mass held fixed, the parabolic formula gives $d_c=31.46\sqrt{38/100}=19.4$ nm. A shift of 100 meV is already well outside the parabolic range: the two-band model with $m_b=0.00209$, $E_g=14$ meV and $\phi=0$ at the surfaces gives 15 nm. The L mass also grows on warming, which lowers the thickness further. A gap of ten thermal energies would need 10.2 nm in the same model, but the required shift of about 360 meV is far outside the parabolic range, so this is not a design value.

Bismuth surfaces carry metallic states that the model omits. A rough bulk density of $3\times10^{17}$ cm$^{-3}$ times 31.46 nm gives $9.4\times10^{11}$ electrons per cm$^2$, and as many holes. This is what the interior would hold if it kept its bulk overlap; at $d_c$ in the parabolic model, with in-plane masses chosen to reproduce this density and Fermi energy, it holds about 1% of that at 4 K but about a third at 77 K. A rough surface density of $10^{13}$ cm$^{-2}$, both surfaces together, is about 11 times this bulk value for electrons alone, and about 5 times that for electrons and holes together. A film can therefore keep conducting after its interior bands have separated, and its resistance alone does not locate $d_c$. The charge at the surfaces may also bend the interior bands, an effect not estimated here. The values used are collected in the numerical output.

## Numbers as computed

```
Overlap: 38.0 meV
Reduced mass: 0.0100 m_e
hbar^2/(2 m_e): 0.03810 eV nm^2
Overlap in atomic units: 0.001396 hartree
Critical thickness: 31.46 nm
Same thickness: 314.6 angstrom
Same thickness: 594.5 bohr
From diagonalization: 31.46 nm
Rough hole mass: 0.70 m_e
Implied electron mass: 0.01014 m_e
Electron shift at d_c: 37.46 meV
Hole shift at d_c: 0.54 meV
Parabolic gap at 20 nm: 56.01 meV
Parabolic gap at 30 nm: 3.78 meV
Parabolic gap at 40 nm: -14.50 meV
Gap slope at d_c: -2.42 meV/nm
d_c for reduced mass 0.005 m_e: 44.5 nm
d_c for reduced mass 0.020 m_e: 22.2 nm
Tilt example, W_yy: 10.0 1/m_e
Tilt example, W_yz: 20.0 1/m_e
Tilt example, W_zz: 98.57 1/m_e
Tilt example, confinement mass: 0.0101 m_e
Tilt example, tensor element M_zz: 0.0171 m_e
Rough direct gap at L: 14.0 meV
d_c, electron mass at band edge: 16.9 nm
Rough electron Fermi energy: 27.0 meV
Edge mass if mass is at Fermi level: 0.00209 m_e
d_c, electron mass at Fermi level: 36.1 nm
Two-band gap at 20 nm, edge mass: -7.0 meV
Rough surface barrier: 4.2 eV
d_c with soft surface: 16.8 nm
Thermal energy at 300 K: 25.85 meV
30 nm gap as a temperature: 44 K
Rough overlap at 300 K: 100 meV
d_c with 300 K overlap: 19.4 nm
Thickness for gap 10 kT at 300 K: 10.2 nm
Rough bulk carrier density: 3.0e+17 cm^-3
Bulk carriers times d_c: 9.4e+11 cm^-2
Rough surface carriers: 1.0e+13 cm^-2
Surface/interior ratio: 11
```
